# Imaginary-time Green function, its completeness jump, and the even-odd self-energy

For a gapped mean-field system at zero temperature, the non-interacting Green function on the imaginary time axis is

$$
G_0(\mathbf r,\mathbf r';\tau)=
\begin{cases}
-\displaystyle\sum_a^{\rm empty}\psi_a(\mathbf r)\psi_a(\mathbf r')\,e^{-e_a\tau}, & \tau>0,\\[2mm]
+\displaystyle\sum_i^{\rm occ}\psi_i(\mathbf r)\psi_i(\mathbf r')\,e^{-|e_i||\tau|}, & \tau<0,
\end{cases}
\tag{1}
$$

and its two limits at zero time differ by the completeness relation, with a minus sign:

$$
G_0(0^+)-G_0(0^-)=-\sum_n\psi_n(\mathbf r)\psi_n(\mathbf r')=-\delta(\mathbf r-\mathbf r').
\tag{2}
$$

The correlation part of the GW self-energy inherits a jump. Splitting it into parts even and odd in $\tau$ leaves two smooth functions on the half-line, whose cosine and sine transforms are the real and imaginary parts of $\Sigma_c(i\omega)$:

$$
\Sigma_c(i\omega)=2\int_0^\infty\! d\tau\,\cos(\omega\tau)\,\Sigma_e(\tau)
+2i\int_0^\infty\! d\tau\,\sin(\omega\tau)\,\Sigma_o(\tau).
\tag{3}
$$

Here $\psi_n$ and $\varepsilon_n$ are the orbitals and energies of a mean-field Hamiltonian $h$ with time-reversal symmetry, so that the orbitals can be chosen real. Energies are measured from a chemical potential $\mu$ strictly inside the gap, $e_n=\varepsilon_n-\mu$; thus $e_a>0$ for empty and $e_i<0$ for occupied orbitals. All functions refer to one spin of a closed-shell system, and Hartree atomic units are used. The Fourier convention is

$$
F(\tau)=\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\,e^{-i\omega\tau}F(i\omega),
\qquad
F(i\omega)=\int_{-\infty}^{\infty}d\tau\,e^{i\omega\tau}F(\tau).
\tag{4}
$$

Conventions that put a factor $i$ into $G_0(\tau)$ change the prefactor of the jump.

On the imaginary frequency axis the Green function is the resolvent of $h$. Expanding it in eigenfunctions gives

$$
G_0(i\omega)=(i\omega+\mu-h)^{-1}
=\sum_n\frac{\psi_n(\mathbf r)\psi_n(\mathbf r')}{i\omega-e_n}.
\tag{5}
$$

Equation (1) is checked by transforming each exponential back. For an empty orbital,

$$
\int_0^\infty d\tau\,e^{i\omega\tau}\left(-e^{-e_a\tau}\right)
=-\frac{1}{e_a-i\omega}=\frac{1}{i\omega-e_a},
$$

where the upper limit vanishes because $e_a>0$. For an occupied orbital,

$$
\int_{-\infty}^0 d\tau\,e^{(i\omega-e_i)\tau}=\frac{1}{i\omega-e_i},
$$

where the lower limit vanishes because $-e_i>0$. Both agree with (5). The sign of $e_n$ therefore decides on which side of zero an orbital appears, and it does so in such a way that every term decays. Positive times describe an added electron, negative times a removed one.

The slowest rate in (1) is the distance from $\mu$ to the nearest level, at most half the gap. In a metal levels come arbitrarily close to $\mu$, and no positive rate bounds all the terms from below. Moving $\mu$ by $\delta\mu$ inside the gap replaces $e_n$ by $e_n-\delta\mu$ and multiplies $G_0(\tau)$ by $e^{\delta\mu\,\tau}$. This changes the rates but not the jump, since the factor is one at $\tau=0$.

At zero time the exponentials become one. With the one-spin density matrix $\rho=\sum_i^{\rm occ}\psi_i\psi_i$, the limits are

$$
G_0(0^-)=\rho,\qquad G_0(0^+)=-\sum_a^{\rm empty}\psi_a\psi_a=\rho-\delta,
\tag{6}
$$

because the empty and occupied sums together make $\delta$. Their difference is (2). The frequency integral taken at $\tau=0$ with symmetric limits gives neither of them:

$$
\int_{-\Lambda}^{\Lambda}\frac{d\omega}{2\pi}\frac{1}{i\omega-e}
=-\int_{-\Lambda}^{\Lambda}\frac{d\omega}{2\pi}\frac{e+i\omega}{\omega^2+e^2}
\;\longrightarrow\;-\tfrac12\,{\rm sgn}(e).
$$

The odd term cancels, and the even one is an arctangent. Summed over orbitals this is half the occupied sum minus half the empty sum, or $\rho-\delta/2$, the mean of the two limits.

In a finite orthonormal basis $\delta$ is the unit matrix. In a non-orthogonal basis with overlap matrix $S$, the orbital coefficients obey $C^TSC=1$. Hence $C^{-1}=C^TS$, so $CC^T=S^{-1}$, and the coefficient matrix of $G_0$ jumps by $-S^{-1}$. The corresponding function of $\mathbf r,\mathbf r'$ is then minus the projector on the basis, not minus a true delta function.

The self-energy also needs the screened interaction. In first-order perturbation theory the density response of independent electrons, with both spins counted, is a sum over transitions with energies $\Delta_{ia}=e_a-e_i$ and pair densities $\rho_{ia}=\psi_i\psi_a$:

$$
\chi_0(i\omega)=2\sum_{ia}\rho_{ia}(\mathbf r)\rho_{ia}(\mathbf r')
\left[\frac{1}{i\omega-\Delta_{ia}}-\frac{1}{i\omega+\Delta_{ia}}\right]
=-\sum_{ia}\frac{4\Delta_{ia}\,\rho_{ia}(\mathbf r)\rho_{ia}(\mathbf r')}{\omega^2+\Delta_{ia}^2}.
\tag{7}
$$

Since $e^{-x|\tau|}$ has the transform $2x/(x^2+\omega^2)$, this means

$$
\chi_0(\tau)=-2\sum_{ia}\rho_{ia}(\mathbf r)\rho_{ia}(\mathbf r')e^{-\Delta_{ia}|\tau|}
=2\,G_0(\mathbf r,\mathbf r';\tau)\,G_0(\mathbf r',\mathbf r;-\tau).
$$

The last form follows from (1): one factor supplies the empty orbitals with a minus sign, the other the occupied ones, and the rates add to $\Delta_{ia}$. A double sum over orbitals has become a product of two single sums at each pair of points, which is the source of the saving in space-time methods.

In the random-phase approximation (RPA), $\chi=\chi_0+\chi_0v\chi$, with $v$ the bare interaction. To solve this, let $D$ be the diagonal matrix of the $\Delta_{ia}$ and let the columns of $A$ be $\sqrt{\Delta_{ia}}\,\rho_{ia}$. Then

$$
\chi_0=-4A(\omega^2+D^2)^{-1}A^T,\qquad
\chi=-4A(\omega^2+M)^{-1}A^T,\qquad M=D^2+4A^TvA.
$$

The second expression is verified by substitution. Using $4A^TvA=(\omega^2+M)-(\omega^2+D^2)$,

$$
\begin{aligned}
\chi_0v\chi&=4A(\omega^2+D^2)^{-1}\,(4A^TvA)\,(\omega^2+M)^{-1}A^T\\
&=4A\left[(\omega^2+D^2)^{-1}-(\omega^2+M)^{-1}\right]A^T=\chi-\chi_0 .
\end{aligned}
$$

For a positive interaction $M$ is symmetric and positive. Write its eigenvalues as $\Omega_s^2$, its normalized eigenvectors as $z_s$, and set $w_s=\sqrt{2/\Omega_s}\,vAz_s$. The correlation part $W_c=W-v=v\chi v$ is then

$$
W_c(i\omega)=-\sum_s\frac{2\Omega_s\,w_s(\mathbf r)w_s(\mathbf r')}{\omega^2+\Omega_s^2},
\qquad
W_c(\tau)=-\sum_s w_s(\mathbf r)w_s(\mathbf r')\,e^{-\Omega_s|\tau|}.
\tag{8}
$$

It is even in $\tau$ and continuous at zero, although its slope changes sign there.

On the real axis the GW self-energy is

$$
\Sigma(\omega)=\frac{i}{2\pi}\int_{-\infty}^{\infty}d\omega'\,e^{i\eta\omega'}G_0(\omega+\omega')W(\omega'),
\qquad \eta\to0^+ .
\tag{9}
$$

Frequencies are measured from $\mu$. At $\omega=0$ the poles of the integrand in $\omega'$ lie just below the positive real axis (empty orbitals and $+\Omega_s$) or just above the negative one (occupied orbitals and $-\Omega_s$). Turning the contour counterclockwise onto the imaginary axis sweeps the first and third quadrants, which contain none of them. In a finite basis $G_0W_c$ falls as $|\omega'|^{-3}$, so the arcs do not contribute. The external frequency can next be moved to $i\omega$: on the new contour the denominators $i\omega+i\omega'-e_n$ cannot vanish, because $e_n\neq0$. Replacing $\omega'$ by $i\omega'$ brings a second factor $i$, hence the minus sign in

$$
\Sigma_c(i\omega)=-\int_{-\infty}^{\infty}\frac{d\omega'}{2\pi}\,G_0(i\omega+i\omega')\,W_c(i\omega').
\tag{10}
$$

The product is taken at each pair $\mathbf r,\mathbf r'$. Transforming to time with $x=\omega+\omega'$, so that $e^{-i\omega\tau}=e^{-ix\tau}e^{i\omega'\tau}$, separates the two integrals:

$$
\Sigma_c(\tau)=-G_0(\tau)\,W_c(-\tau)=-G_0(\tau)\,W_c(\tau).
\tag{11}
$$

The last step uses the evenness of $W_c$.

The bare part of $W$ needs separate care. It does not depend on frequency, so the factor $e^{i\eta\omega'}$ in (9) is needed for convergence. It allows the contour to be closed in the upper half-plane, around the occupied poles:

$$
\Sigma_x=\frac{i}{2\pi}\,(2\pi i)\,v\sum_i^{\rm occ}\psi_i\psi_i=-v\rho .
$$

In time, this bare interaction is $v\,\delta(\tau)$, and it must be multiplied by $G_0(0^-)$. If the mean value $\rho-\delta/2$ were used instead, the result would be $-v\rho+\tfrac12v(\mathbf r,\mathbf r')\delta(\mathbf r-\mathbf r')$. The last term is false, and for the Coulomb interaction it is infinite. The jump is thus the reason why the order of times matters in exchange. The correct $\Sigma_x$ is a real constant in frequency and is added to the even part of the full self-energy; the functions below contain correlation alone.

For $\tau>0$ define

$$
\Sigma_e(\tau)=\tfrac12[\Sigma_c(\tau)+\Sigma_c(-\tau)],\qquad
\Sigma_o(\tau)=\tfrac12[\Sigma_c(\tau)-\Sigma_c(-\tau)],
\tag{12}
$$

and extend them to negative times as an even and an odd function. Their sum is $\Sigma_c(\tau)$. In the transform (4), write $e^{i\omega\tau}=\cos\omega\tau+i\sin\omega\tau$. The products $\cos(\omega\tau)\Sigma_o$ and $\sin(\omega\tau)\Sigma_e$ are odd and integrate to zero; the other two are even, so each integral is twice its half-line value. This is (3). Since $\Sigma_c(\tau)$ is real here, the cosine transform is the real part of $\Sigma_c(i\omega)$ and the sine transform is its imaginary part.

The same split of the Green function gives, for $\tau>0$,

$$
\begin{aligned}
G_e(\tau)&=\tfrac12\Big[\sum_i^{\rm occ}\psi_i\psi_ie^{-|e_i|\tau}-\sum_a^{\rm empty}\psi_a\psi_ae^{-e_a\tau}\Big],\\
G_o(\tau)&=-\tfrac12\Big[\sum_i^{\rm occ}\psi_i\psi_ie^{-|e_i|\tau}+\sum_a^{\rm empty}\psi_a\psi_ae^{-e_a\tau}\Big].
\end{aligned}
\tag{13}
$$

The even part tends to $\rho-\delta/2$ from both sides. The odd part tends to $-\delta/2$ from above and $+\delta/2$ from below, so it carries the whole completeness jump. Because $W_c$ is even, multiplication by it preserves parity:

$$
\Sigma_e=-G_eW_c,\qquad \Sigma_o=-G_oW_c .
\tag{14}
$$

If $W_c$ had an odd part as well, each parity of $\Sigma_c$ would contain two products; this is where the real orbitals enter.

Inserting (1) and (8) into (11) shows that the self-energy is again a sum of decaying exponentials:

$$
\Sigma_c(\tau)=
\begin{cases}
-\displaystyle\sum_{a,s}\psi_a\psi_a\,w_sw_s\,e^{-(e_a+\Omega_s)\tau}, & \tau>0,\\[2mm]
+\displaystyle\sum_{i,s}\psi_i\psi_i\,w_sw_s\,e^{-(|e_i|+\Omega_s)|\tau|}, & \tau<0.
\end{cases}
\tag{15}
$$

In the first line the minus signs of $G_0$ and $W_c$ cancel and the explicit minus of (11) remains; in the second, the minus of $W_c$ cancels that of (11). The half-line transforms recover the familiar poles. For $x>0$,

$$
2\int_0^\infty\! d\tau\,\cos(\omega\tau)e^{-x\tau}=\frac{2x}{x^2+\omega^2},
\qquad
2\int_0^\infty\! d\tau\,\sin(\omega\tau)e^{-x\tau}=\frac{2\omega}{x^2+\omega^2}.
$$

An empty orbital, with $x=e_a+\Omega_s$, enters both $\Sigma_e$ and $\Sigma_o$ with the factor $-\tfrac12$. An occupied one, with $x=|e_i|+\Omega_s$, enters them with $+\tfrac12$ and $-\tfrac12$. The two kinds of term therefore give

$$
-\frac{x+i\omega}{x^2+\omega^2}=\frac{1}{i\omega-(e_a+\Omega_s)},
\qquad
\frac{x-i\omega}{x^2+\omega^2}=\frac{1}{i\omega+|e_i|+\Omega_s}.
\tag{16}
$$

These are an electron accompanied by an excitation and a hole accompanied by one.

The jump of the self-energy follows from (2) and (11), since $W_c$ is continuous:

$$
\Sigma_c(0^+)-\Sigma_c(0^-)=\delta(\mathbf r-\mathbf r')\,W_c(\mathbf r,\mathbf r;\tau=0).
\tag{17}
$$

It is local in space even though $\Sigma_c(\tau)$ itself, including its two limits at zero, in general is not. It also fixes the high-frequency tail. For a function $F$ that decays and is smooth on each side of zero, integration by parts on both half-lines gives

$$
F(i\omega)=-\frac{F(0^+)-F(0^-)}{i\omega}
-\frac{1}{i\omega}\left[\int_{-\infty}^{0}+\int_0^\infty\right]d\tau\,e^{i\omega\tau}F'(\tau).
$$

In a finite basis the slopes are finite, and one more integration by parts shows that the last term is of order $\omega^{-2}$. For $G_0$ the leading term is $\delta/(i\omega)$, as (5) requires. For $\Sigma_c$ it is $-\delta W_c(\tau=0)/(i\omega)$. In the continuum the slopes contain infinitely many high levels and need not be finite, so this estimate of the remainder is restricted to finite bases.

Locality depends on completeness. If the empty sum in $G_0$ omits some orbitals whose projector is $Q$, the jump of $G_0$ becomes $-(\delta-Q)$. With $W_c$ unchanged, that of $\Sigma_c$ becomes $(\delta-Q)W_c$, which has non-local elements $-Q(\mathbf r,\mathbf r')W_c(\mathbf r,\mathbf r';0)$. High empty orbitals decay fast and matter little at long times, but they cannot be dropped near $\tau=0$ without this error.

A chain of eight sites shows the sizes involved. Its parameters are round numbers: site energies alternating between $+0.25$ and $-0.25$ Ha, first- and second-neighbour hopping of $-0.20$ and $0.05$ Ha, and the repulsion $0.30/\sqrt{1+d^2}$ Ha between sites $d$ apart. Four orbitals are doubly occupied. The Hamiltonian is taken as the given mean field, and the site basis is orthonormal, so $\delta$ is the unit matrix. The gap is $0.5003$ Ha ($13.61$ eV). With $\mu$ at its centre the levels nearest to $\mu$ lie at $e=\pm0.2502$ Ha.

On the first site, the limits of the Green function are $G_0(0^+)=-0.9223$ and $G_0(0^-)=0.0777$. The second number is the occupation per spin of this high-energy site, and the difference is

$$
-0.9223-0.0777=-1.0000 .
$$

This uses the orbital sums, which are complete by construction. A less circular check starts from Fourier integrals of the inverted matrix at small times. Extrapolated to $\tau=0$, they give $-0.99999$ for the diagonal element and $-0.000004$ for the element between the first two sites. If the mean value were used in exchange, each site would receive a false energy of $0.30/2=0.15$ Ha.

The lowest RPA mode has $\Omega=0.5040$ Ha, slightly above the gap. The slowest exponent in (15) is therefore

$$
0.2502+0.5040=0.7542\ {\rm Ha}
$$

on both sides of zero, about three times that of $G_0$. The two sides agree because $\mu$ is at midgap. For the highest occupied orbital, the even and odd parts at $\tau\to0^+$ are $0.946\times10^{-3}$ and $-1.486\times10^{-3}$ Ha$^2$. They recombine to

$$
\begin{aligned}
\Sigma_c(0^+)&=(0.946-1.486)\times10^{-3}=-0.540\times10^{-3}\ {\rm Ha}^2,\\
\Sigma_c(0^-)&=(0.946+1.486)\times10^{-3}=2.432\times10^{-3}\ {\rm Ha}^2 .
\end{aligned}
$$

The signs are those of (15), whose diagonal matrix elements are sums of squares. The jump is twice the odd part, $-2.972\times10^{-3}$ Ha$^2$.

At $\omega=0.5$ Ha, the cosine and sine transforms give for this orbital

$$
\Sigma_c(i\omega)=(1.657-1.332\,i)\times10^{-3}\ {\rm Ha}=(0.0451-0.0362\,i)\ {\rm eV}.
$$

The direct frequency convolution (10), computed from inverted matrices without the exponential sums, gives the same digits. At $\omega=2$ Ha the leading tail predicts an imaginary part of $-2.972\times10^{-3}/2=-1.486\times10^{-3}$ Ha, while the computed value is $-1.209\times10^{-3}$ Ha. The reduction has the expected sign: each exponential contributes $2\omega/(x^2+\omega^2)$ in place of its limit $2/\omega$, and here all terms of $\Sigma_o$ have the same sign. The jump on the first site, $-2.488\times10^{-3}$ Ha$^2$, is also recovered from the convolution at high frequency. Leaving the highest empty orbital out of $G_0$ creates off-diagonal elements in the jump of up to $0.38\times10^{-3}$ Ha$^2$ in magnitude.

Working on the half-line has a practical consequence for quadrature. A Gauss rule converges fast when its integrand is well approximated by polynomials. On the half-line $\Sigma_e$ and $\Sigma_o$ are sums of exponentials with no kink or jump. They satisfy this condition as long as the nodes resolve the fastest rate and the oscillation at frequency $\omega$. This holds for the chain, whose rates lie between $0.75$ and $1.5$ Ha, at low frequency; with 32 points between 0 and $30\ {\rm Ha}^{-1}$ the oscillation limits the accuracy as $\omega$ grows, and the error of $\Sigma_c$ rises from about $4\times10^{-12}$ Ha at $\omega=3$ Ha to $3\times10^{-5}$ Ha at $\omega=5$ Ha. It fails for fast terms: for $e^{-x\tau}$ alone, 32 Gauss points between 0 and $30\ {\rm Ha}^{-1}$ leave a relative error of about $10^{-5}$ at $x=10$ Ha and $0.3$ at $x=50$ Ha, so high empty levels and deep core levels, whose rates $|e_n|$ are large, need more nodes near $\tau=0$; the oxygen 1s level, about 20 Ha below midgap in Hartree-Fock water, would be integrated with an error near 1%. With the same nodes on both sides, (3) is algebraically the same as one rule on each half-line applied to $e^{i\omega\tau}\Sigma_c(\tau)$, so what matters is that the intervals end at $\tau=0$. A rule laid symmetrically across zero sums the odd products, including the discontinuous $\cos(\omega\tau)\Sigma_o$, exactly to zero. The even products $\cos(\omega\tau)\Sigma_e$ and $\sin(\omega\tau)\Sigma_o$ remain, and they have kinks at $\tau=0$: the first through the slope of $\Sigma_e$, the second because it behaves as $\omega\,\Sigma_o(0^+)\,|\tau|$. A kink inside the interval is poorly approximated by polynomials. With 32 times between 0 and $30\ {\rm Ha}^{-1}$, and $\Sigma_c$ evaluated at both signs of each, the largest error of any matrix element at $\omega=0.5$ Ha is $7\times10^{-14}$ Ha relative to the convolution; this remainder is the part of the integral beyond $30\ {\rm Ha}^{-1}$, and the quadrature error itself is at rounding level. One 64-point rule laid from $-30$ to $30\ {\rm Ha}^{-1}$ uses the same number of evaluations and has a largest error of $3.3\times10^{-4}$ Ha over the same site-basis matrix elements. The numerical check covers both rules.

## Calculated quantities

```
sites 8, doubly occupied orbitals 4
site energies +/- 0.25 Ha (first site +)
hopping: first -0.20 Ha, second 0.05 Ha
repulsion 0.30/sqrt(1+d^2) Ha, d in sites
mu = -0.066372 Ha
gap = 0.500327 Ha = 13.6146 eV
occupied e_n (Ha): -0.30792 -0.30780 -0.29577 -0.25016
empty e_n (Ha): 0.25016 0.35514 0.48987 0.59745
G on first site (dimensionless), tau in 1/Ha:
 t=0: G(+t)=-0.922326, G(-t)=0.077674
 t=2: G(+t)=-0.451014, G(-t)=0.042486
 t=5: G(+t)=-0.165586, G(-t)=0.017193
largest error of G at |tau|=2: 1.4e-12
G jump from Fourier integrals, (1,1): -0.999986
G jump from Fourier integrals, (1,2): -0.000004
false exchange on each site: 0.150000 Ha
lowest RPA mode energy: 0.504036 Ha
slowest Sigma_c exponent, tau>0: 0.754200 Ha
slowest Sigma_c exponent, tau<0: 0.754200 Ha
HOMO Sigma_c(tau) in Ha^2, t in 1/Ha:
 t=0: even=0.0009459, odd=-0.0014861
      at +t=-0.0005402, at -t=0.0024320
 t=1: even=0.0004057, odd=-0.0005785
      at +t=-0.0001728, at -t=0.0009843
 t=2: even=0.0001732, odd=-0.0002300
      at +t=-0.0000569, at -t=0.0004032
 t=4: even=0.0000316, odd=-0.0000383
      at +t=-0.0000067, at -t=0.0000699
HOMO Sigma_c(i w) in Ha, w in Ha:
 w=0.0 cos, sin: 0.00223143, 0.00000000
       convolution: 0.00223143, -0.00000000
 w=0.5 cos, sin: 0.00165716, -0.00133150
       convolution: 0.00165716, -0.00133150
 w=2.0 cos, sin: 0.00034018, -0.00120894
       convolution: 0.00034018, -0.00120894
w=0.5 Ha in eV: 0.04509, -0.03623
largest matrix error of the split: 2.3e-15 Ha
Sigma_c jump, site 1: -0.0024883 Ha^2
same from frequency tail: -0.0024882 Ha^2
HOMO Sigma_c jump: -0.0029722 Ha^2
off-diagonal jump, all orbitals: 9.2e-19 Ha^2
off-diagonal jump, top orbital cut: 0.000378 Ha^2
error, 2 x 32 half-line points: 7.2e-14 Ha
error, 64 points across zero: 3.3e-04 Ha
```
